# Linear and Quadratic Stark Shifts of a Symmetric Top, with CH3F: test program

```python
"""Stark effect of a rigid symmetric top, H = B J^2 + (A-B) K^2 - mu F cos(theta).

Result under test, with w = mu F / B and energies in units of B:
  linear shift    = -w K M / (J (J+1))
  quadratic shift =  w^2 G / 2,  G = f(J) - f(J+1),
  f(J) = (J^2-K^2)(J^2-M^2) / (J^3 (4 J^2-1)).
J: angular momentum; K, M: its projections on the dipole axis and the field.
The formulas are tested against diagonalization of the angular differential
operator. B and mu of CH3F are computed by Hartree-Fock theory.
"""
from functools import lru_cache
import numpy as np
from scipy import constants as const
from scipy.linalg import eigvalsh
from scipy.optimize import brentq, minimize
from scipy.special import eval_jacobi
from pyscf import gto, scf


@lru_cache(maxsize=None)
def top_block(K, M, size):
    """Matrices of J^2 and cos(theta) at fixed K, M, by Gauss quadrature."""
    a, b = abs(K - M), abs(K + M)
    x, weight = np.polynomial.legendre.leggauss(size + a + b + 10)
    envelope = (1 - x) ** (a / 2) * (1 + x) ** (b / 2)
    functions, slopes = [], []
    for n in range(size):
        p = eval_jacobi(n, a, b, x)
        dp = np.zeros_like(x)
        if n > 0:
            dp = 0.5 * (n + a + b + 1) * eval_jacobi(n - 1, a + 1, b + 1, x)
        phi = envelope * p
        dphi = envelope * (dp + p * (b / (2 * (1 + x)) - a / (2 * (1 - x))))
        norm = np.sqrt(np.sum(weight * phi**2))
        functions.append(phi / norm)
        slopes.append(dphi / norm)
    phi, dphi = np.array(functions), np.array(slopes)
    barrier = (K**2 + M**2 - 2 * K * M * x) / (1 - x**2)
    j_squared = (dphi * weight * (1 - x**2)) @ dphi.T
    j_squared += (phi * weight * barrier) @ phi.T
    cosine = (phi * weight * x) @ phi.T
    return j_squared, cosine


def exact_shift(w, J, K, M, size=45):
    """Exact shift in units of B; levels of one block keep their order."""
    j_squared, cosine = top_block(K, M, size)
    index = J - max(abs(K), abs(M))
    return eigvalsh(j_squared - w * cosine)[index] - J * (J + 1)


def linear_coefficient(J, K, M):
    return 0.0 if J == 0 else -K * M / (J * (J + 1))


def f_term(J, K, M):
    if J == 0:
        return 0.0
    return (J**2 - K**2) * (J**2 - M**2) / (J**3 * (4 * J**2 - 1))


def G_factor(J, K, M):
    return f_term(J, K, M) - f_term(J + 1, K, M)


def formal_rivalry(J, K, M):
    """w at which linear and quadratic formulas have equal size."""
    return 2 * abs(linear_coefficient(J, K, M)) / abs(G_factor(J, K, M))


def exact_rivalry(J):
    """First w at which a K=1, M=+1 or M=-1 level regains its field-free energy."""
    grid = np.arange(0.25, 40.0, 0.25)
    roots = []
    for M in (1, -1):
        values = [exact_shift(w, J, 1, M) for w in grid]
        for i in range(len(grid) - 1):
            if values[i] * values[i + 1] < 0:
                root = brentq(exact_shift, grid[i], grid[i + 1], args=(J, 1, M))
                roots.append((root, M))
                break
    assert roots, "no return to the field-free energy in the scanned range"
    return min(roots)


# Rotor algebra and Stark coefficients against the differential operator.
size, step = 14, 0.02
worst_linear = worst_quadratic = 0.0
levels_tested = 0
for K in range(0, 5):
    for M in range(-4, 5):
        T, C = top_block(K, M, size)
        lowest = max(abs(K), abs(M))
        J_values = lowest + np.arange(size)
        assert np.allclose(T, np.diag(J_values * (J_values + 1)), atol=1e-8)
        far = np.abs(np.subtract.outer(J_values, J_values)) > 1
        assert np.max(np.abs(C[far])) < 1e-10
        inner = T @ C - C @ T
        double = C @ inner - inner @ C
        sine_squared = np.eye(size) - C @ C
        keep = slice(0, size - 2)
        assert np.allclose(np.diag(double)[keep],
                           2 * np.diag(sine_squared)[keep], atol=1e-8)
        for n, J in enumerate(J_values[:5]):
            J = int(J)
            assert abs(C[n, n] + linear_coefficient(J, K, M)) < 1e-10
            if n > 0:
                squared = (J**2 - K**2) * (J**2 - M**2) / (J**2 * (4 * J**2 - 1))
                assert abs(C[n - 1, n] ** 2 - squared) < 1e-10
            up = exact_shift(step, J, K, M, size)
            down = exact_shift(-step, J, K, M, size)
            linear = (up - down) / (2 * step)
            quadratic = (up + down) / (2 * step**2)
            worst_linear = max(worst_linear,
                               abs(linear - linear_coefficient(J, K, M)))
            worst_quadratic = max(worst_quadratic,
                                  abs(quadratic - G_factor(J, K, M) / 2))
            levels_tested += 1
# Finite differences leave errors of order step^2 from higher Stark terms.
assert worst_linear < 1e-5 and worst_quadratic < 1e-5

# Large-J limit of the formal rivalry parameter is 8 |K M|.
for K, M in ((1, 1), (2, 1)):
    assert abs(formal_rivalry(200, K, M) / (8 * K * M) - 1) < 0.01

# Exact rivalry: poor agreement for J=1, good agreement for large J.
J_list = (1, 5, 10, 20)
formal = {J: formal_rivalry(J, 1, 1) for J in J_list}
exact = {J: exact_rivalry(J) for J in J_list}
deviation = {J: abs(exact[J][0] / formal[J] - 1) for J in J_list}
assert abs(formal[1] - 40 / 3) < 1e-12
assert deviation[1] > 0.10
assert deviation[10] < 0.02 and deviation[20] < deviation[10]

# Third-order coefficient for J=1, K=1, M=-1, from the two coupled states.
T, C = top_block(1, -1, 45)
third = -C[0, 1] ** 2 * (C[1, 1] - C[0, 0]) / (T[1, 1] - T[0, 0]) ** 2
h = 0.1
odd = [(exact_shift(s, 1, 1, -1) - exact_shift(-s, 1, 1, -1)) / 2
       for s in (h, 2 * h)]
third_numeric = (odd[1] - 2 * odd[0]) / (6 * h**3)
assert abs(third_numeric - third) < 0.05 * abs(third)
assert third < 0

# CH3F geometry with C3v symmetry: CF length, CH length, HCF angle.
hartree_eV = const.physical_constants["Hartree energy in eV"][0]
bohr_A = const.physical_constants["Bohr radius"][0] / const.angstrom
mass_unit = const.atomic_mass / const.m_e
symbols = ["C", "F", "H", "H", "H"]
masses_u = np.array([12.0, 18.998403, 1.007825, 1.007825, 1.007825])


def coordinates(q):
    r_cf, r_ch, angle = q
    atoms = [[0.0, 0.0, 0.0], [0.0, 0.0, r_cf]]
    for turn in (0, 2 * np.pi / 3, 4 * np.pi / 3):
        atoms.append([r_ch * np.sin(angle) * np.cos(turn),
                      r_ch * np.sin(angle) * np.sin(turn),
                      r_ch * np.cos(angle)])
    return np.array(atoms)


def molecule(q, basis):
    atoms = [(s, tuple(r)) for s, r in zip(symbols, coordinates(q))]
    return gto.M(atom=atoms, unit="Bohr", basis=basis, verbose=0)


saved = {"density": None}


def energy_and_gradient(q):
    mf = scf.RHF(molecule(q, "6-31g*"))
    mf.conv_tol = 1e-10
    energy = mf.kernel(dm0=saved["density"])
    assert mf.converged
    saved["density"] = mf.make_rdm1()
    forces = mf.nuc_grad_method().kernel()
    gradient = []
    for i in range(3):
        dq = np.zeros(3)
        dq[i] = 1e-4
        motion = (coordinates(q + dq) - coordinates(q - dq)) / 2e-4
        gradient.append(np.sum(forces * motion))
    return energy, np.array(gradient)


start = np.array([1.37 / bohr_A, 1.08 / bohr_A, np.radians(109.0)])
optimum = minimize(energy_and_gradient, start, jac=True, method="BFGS",
                   options={"gtol": 1e-4, "maxiter": 25})
assert np.max(np.abs(optimum.jac)) < 3e-4
geometry = optimum.x

# Rotational constants from the full inertia tensor.
positions = coordinates(geometry)
masses = masses_u * mass_unit
positions = positions - masses @ positions / masses.sum()
inertia = np.zeros((3, 3))
for m, r in zip(masses, positions):
    inertia += m * (r @ r * np.eye(3) - np.outer(r, r))
moments = np.linalg.eigvalsh(inertia)
assert abs(moments[2] / moments[1] - 1) < 1e-8
A_au, B_au = 1 / (2 * moments[0]), 1 / (2 * moments[1])

# Dipole and polarizability in the larger basis, with finite fields.
mol = molecule(geometry, "aug-cc-pvdz")
mf = scf.RHF(mol)
mf.conv_tol = 1e-10
mf.kernel()
assert mf.converged
density = mf.make_rdm1()
dipole_vector = mf.dip_moment(mol, density, unit="AU", verbose=0)
mu_au = np.linalg.norm(dipole_vector)
assert np.max(np.abs(dipole_vector[:2])) < 1e-4
core = mf.get_hcore()
position_integrals = mol.intor("int1e_r")
probe = 0.002


def in_field(axis, strength):
    trial = scf.RHF(mol)
    trial.conv_tol = 1e-10
    trial._eri = mf._eri
    trial.get_hcore = lambda *args: core + strength * position_integrals[axis]
    energy = trial.kernel(dm0=density)
    assert trial.converged
    dipole = trial.dip_moment(mol, trial.make_rdm1(), unit="AU", verbose=0)
    return energy, dipole[axis]


energy_plus, dipole_plus = in_field(2, probe)
energy_minus, dipole_minus = in_field(2, -probe)
nuclear_dipole = mol.atom_charges() @ mol.atom_coords()[:, 2]
dipole_from_energy = nuclear_dipole - (energy_plus - energy_minus) / (2 * probe)
assert abs(dipole_from_energy - dipole_vector[2]) < 1e-3
alpha_parallel = (dipole_plus - dipole_minus) / (2 * probe)
alpha_perpendicular = (in_field(0, probe)[1] - dipole_vector[0]) / probe
alpha_max = max(alpha_parallel, alpha_perpendicular)
assert min(alpha_parallel, alpha_perpendicular) > 0

B_eV, mu_eA = B_au * hartree_eV, mu_au * bohr_A
alpha_unit = bohr_A**2 / hartree_eV

print("CH3F: RHF/6-31G* geometry, RHF/aug-cc-pVDZ dipole")
print(f"input masses C, F, H = {masses_u[0]:.6f}, {masses_u[1]:.6f}, "
      f"{masses_u[2]:.6f} u")
print(f"C-F length = {geometry[0] * bohr_A:.4f} angstrom")
print(f"C-H length = {geometry[1] * bohr_A:.4f} angstrom")
print(f"H-C-F angle = {np.degrees(geometry[2]):.2f} degrees")
print(f"A = {A_au * hartree_eV:.4e} eV")
print(f"B = {B_eV:.4e} eV")
print(f"dipole mu = {mu_eA:.4f} e angstrom")
print(f"polarizability parallel = {alpha_parallel * alpha_unit:.4f} "
      "e^2 angstrom^2/eV")
print(f"polarizability perpendicular = {alpha_perpendicular * alpha_unit:.4f} "
      "e^2 angstrom^2/eV")
print(f"Stark levels tested = {levels_tested}")
print(f"largest error, linear coefficient = {worst_linear:.1e}")
print(f"largest error, quadratic coefficient = {worst_quadratic:.1e}")
print(f"G for J=K=M=1 = {G_factor(1, 1, 1):.5f}")
print(f"third-order coefficient, J=K=1 M=-1 = {third:.6f} (units of B)")

field_lab = 1e-4
w_lab = mu_eA * field_lab / B_eV
second_lab = w_lab**2 * G_factor(1, 1, 1) / 2
print(f"chosen field = {field_lab:.1e} V/angstrom, mu F/B = {w_lab:.4f}")
print(f"J=K=1 quadratic shift there = {second_lab * B_eV:.4e} eV")
for M in (1, -1):
    first_lab = w_lab * linear_coefficient(1, 1, M)
    true_lab = exact_shift(w_lab, 1, 1, M)
    assert abs(true_lab - first_lab - second_lab) < 0.1 * abs(second_lab)
    print(f"M={M:+d}: linear {first_lab * B_eV:.4e} eV, "
          f"sum {(first_lab + second_lab) * B_eV:.4e} eV, "
          f"exact {true_lab * B_eV:.4e} eV")

print("rivalry for K=1, |M|=1:")
for J in J_list:
    w_exact, M_return = exact[J]
    F_formal = formal[J] * B_eV / mu_eA
    F_exact = w_exact * B_eV / mu_eA
    linear_size = formal[J] * abs(linear_coefficient(J, 1, 1)) * B_eV
    F_au = formal[J] * B_au / mu_au
    polarization = 0.5 * alpha_max * F_au**2 * hartree_eV
    print(f"J={J}: mu F/B formal {formal[J]:.3f}, exact {w_exact:.3f}, "
          f"returning M={M_return:+d}")
    print(f"  F formal {F_formal:.4e}, exact {F_exact:.4e} V/angstrom")
    print(f"  F formal {F_formal * 1e10:.3e}, exact {F_exact * 1e10:.3e} V/m")
    print(f"  at formal F: linear size {linear_size:.3e} eV, "
          f"polarization bound {polarization:.3e} eV")

for M in (1, -1):
    w = formal[1]
    formula = w * linear_coefficient(1, 1, M) + w**2 * G_factor(1, 1, M) / 2
    print(f"J=K=1 M={M:+d} at formal F: formula {formula * B_eV + 0.0:.3e} eV, "
          f"exact {exact_shift(w, 1, 1, M) * B_eV:.3e} eV")
print(f"formal mu F/B at J=200, K=M=1: {formal_rivalry(200, 1, 1):.4f}")
print("done: every assertion held")
```

It prints:

```
CH3F: RHF/6-31G* geometry, RHF/aug-cc-pVDZ dipole
input masses C, F, H = 12.000000, 18.998403, 1.007825 u
C-F length = 1.3647 angstrom
C-H length = 1.0816 angstrom
H-C-F angle = 109.05 degrees
A = 6.6132e-04 eV
B = 1.0900e-04 eV
dipole mu = 0.4109 e angstrom
polarizability parallel = 0.1656 e^2 angstrom^2/eV
polarizability perpendicular = 0.1541 e^2 angstrom^2/eV
Stark levels tested = 225
largest error, linear coefficient = 1.2e-06
largest error, quadratic coefficient = 4.2e-06
G for J=K=M=1 = -0.07500
third-order coefficient, J=K=1 M=-1 = -0.003125 (units of B)
chosen field = 1.0e-04 V/angstrom, mu F/B = 0.3770
J=K=1 quadratic shift there = -5.8091e-07 eV
M=+1: linear -2.0546e-05 eV, sum -2.1127e-05 eV, exact -2.1109e-05 eV
M=-1: linear 2.0546e-05 eV, sum 1.9965e-05 eV, exact 1.9947e-05 eV
rivalry for K=1, |M|=1:
J=1: mu F/B formal 13.333, exact 10.866, returning M=-1
  F formal 3.5369e-03, exact 2.8824e-03 V/angstrom
  F formal 3.537e+07, exact 2.882e+07 V/m
  at formal F: linear size 7.267e-04 eV, polarization bound 1.036e-06 eV
J=5: mu F/B formal 9.681, exact 10.527, returning M=+1
  F formal 2.5681e-03, exact 2.7924e-03 V/angstrom
  F formal 2.568e+07, exact 2.792e+07 V/m
  at formal F: linear size 3.518e-05 eV, polarization bound 5.462e-07 eV
J=10: mu F/B formal 8.400, exact 8.429, returning M=+1
  F formal 2.2283e-03, exact 2.2358e-03 V/angstrom
  F formal 2.228e+07, exact 2.236e+07 V/m
  at formal F: linear size 8.324e-06 eV, polarization bound 4.112e-07 eV
J=20: mu F/B formal 8.101, exact 8.103, returning M=+1
  F formal 2.1490e-03, exact 2.1494e-03 V/angstrom
  F formal 2.149e+07, exact 2.149e+07 V/m
  at formal F: linear size 2.103e-06 eV, polarization bound 3.824e-07 eV
J=K=1 M=+1 at formal F: formula -1.453e-03 eV, exact -1.042e-03 eV
J=K=1 M=-1 at formal F: formula 0.000e+00 eV, exact -1.028e-04 eV
formal mu F/B at J=200, K=M=1: 8.0010
done: every assertion held
```
